In-Plane Heat Conduction in Thin Films with Diffuse Walls

**1. Definitions and conventions**

A film fills the region 0 < z < d and is very long in the x and y directions. A small uniform temperature gradient T′ = dT/dx is applied along its plane. Heat is carried by phonons treated as particles. This requires phonon wavelengths much shorter than d and, for the flattest flights, a stricter condition given in section 13. The model is grey and isotropic: all phonons have the same speed v and the same relaxation time τ, and their heat capacity per volume is C. The mean free path in the bulk is L = vτ. Collisions inside the film are resistive, meaning that they relax the phonons towards local equilibrium at rest, and they are described by the relaxation-time approximation.

The direction of flight is a unit vector n with components n_x, n_y, n_z. We write

μ = |n_z|,  n_x = √(1 − μ²) cos ϕ,

where ϕ is the azimuth about the film normal. Thus μ is the sine of the angle between the flight and the film plane, and a grazing phonon has small μ. In an isotropic population the phonons are spread evenly over 0 < μ < 1.

The thickness enters through one dimensionless number, and the quantity sought is one ratio:

δ = d/L,  F(δ) = κ/κ_bulk.

The walls are perfectly diffuse: a phonon leaving a wall has no memory of its direction of arrival. Under these assumptions the result for δ → 0 is

F(δ) = (3δ/4) [ln(1/δ) + 1 − γ] + δ²/2 + O(δ³ ln(1/δ)),

where γ = 0.5772… is Euler's constant. The leading term is (3d/4L) ln(L/d). The constant 1 − γ = 0.4228 beside the logarithm matters in practice, because a logarithm grows slowly.

**2. The transport equation**

Let f₀(T) be the equilibrium occupation of a phonon mode and f₁ the small deviation from it. To first order in T′, the steady Boltzmann equation is

v n_x T′ ∂f₀/∂T + v n_z ∂f₁/∂z = −f₁/τ.

The term with ∂f₁/∂x is absent because f₁ is already proportional to T′, and its change along x is of second order.

Far from any wall f₁ does not depend on z, and the equation gives the bulk deviation

f_b = −L n_x T′ ∂f₀/∂T.

In the film we set f₁ = f_b g, with g a function of z and n_z. The first term of the Boltzmann equation equals −f_b/τ. Inserting this, dividing by f_b and multiplying by τ, we obtain

L n_z ∂g/∂z = 1 − g.

Thus g measures how far a phonon population has recovered its bulk deviation; g = 1 is the bulk.

To obtain the heat flux we multiply f₁ by the phonon energy and sum over modes. The sum of energy times ∂f₀/∂T gives C, spread evenly over the solid angle 4π. Therefore

J_x = −(C v L T′/4π) ∫ n_x² g dΩ.

For g = 1 the integral is 4π/3, so κ_bulk = CvL/3. Dividing the film conductivity by this value, and denoting by ⟨g⟩ the average over the thickness, we find

F = (3/4π) ∫ n_x² ⟨g⟩ dΩ.

**3. What a diffuse wall does**

The deviation f₁ is proportional to n_x, hence to cos ϕ, while g does not depend on ϕ. Integrated over ϕ, f₁ therefore vanishes. This has two consequences.

First, the deviation adds nothing to the local energy density, so T(x) is the correct local temperature for the relaxation term at every depth. Second, it adds nothing to the energy arriving at a wall. A diffuse wall sends phonons back with the same occupation in every outgoing direction. Since the arriving energy is that of equilibrium, what the wall emits is the equilibrium distribution at the local temperature. The boundary condition is therefore

g = 0 for phonons leaving a wall.

The wall destroys the directed part of the motion along x but neither absorbs nor supplies net heat.

**4. Solution and its meaning**

Let s be the normal distance from the wall that the phonon left. For upward flight s = z, and for downward flight s = d − z. In both cases the equation becomes

μL dg/ds = 1 − g,  g(0) = 0,

with the solution

g = 1 − e^(−s/(μL)).

This has a direct reading. Looking back along the flight, the wall lies at distance D = s/μ. The distance ℓ back to the last internal collision would have the exponential distribution with mean L if there were no wall. The flight began at whichever event came last, so its mean length is the mean of the smaller of ℓ and D. That mean is the integral of the probability that both exceed a given length:

∫₀^D e^(−ℓ/L) dℓ = L(1 − e^(−D/L)) = L g.

So Lg is the mean free path cut short by the wall.

**5. The angular integral**

Averaging over the thickness gives

⟨g⟩ = (1/d) ∫₀^d [1 − e^(−s/(μL))] ds = 1 − (μL/d)(1 − e^(−d/(μL))).

With x = δ/μ this is

⟨g⟩ = φ(x),  φ(x) = 1 − (1 − e^(−x))/x.

In F the azimuthal integral of cos²ϕ is π, and upward and downward flights contribute equally, which gives a factor 2. The prefactor is (3/4π)·π·2 = 3/2, and

F(δ) = (3/2) ∫₀¹ (1 − μ²) φ(δ/μ) dμ.

This holds for any thickness within the model.

**6. The thick film as a first limit**

For δ ≫ 1 we write φ = 1 − μ/δ + (μ/δ)e^(−δ/μ). The last term is at most (μ/δ)e^(−δ), because μ ≤ 1. The rest integrates to

(3/2) [∫₀¹ (1 − μ²) dμ − (1/δ) ∫₀¹ (μ − μ³) dμ] = (3/2) [2/3 − 1/(4δ)].

Hence

F = 1 − 3/(8δ) + a positive remainder below 3e^(−δ)/(8δ).

A thick film loses conductivity in proportion to L/d, because the walls disturb layers of thickness of order L. This expansion is of no use when δ is small.

**7. Where the logarithm comes from**

Expanding the exponential in φ gives, for small x,

φ(x) = x/2 − x²/6 + …,

while φ → 1 for large x. The change of behaviour occurs near x = 1, that is, near μ = δ. At that angle a phonon crossing the film travels a distance d/μ = L.

For steeper flights, μ ≫ δ, the walls limit the path. The thickness-averaged path is Lφ ≈ d/(2μ), which grows as the flight becomes flatter. If also μ ≪ 1, the factor 1 − μ² is close to 1, and the contribution to F per interval dμ is

(3/2) · δ/(2μ) = 3δ/(4μ).

Between two angles μ₁ < μ₂ in this range the contribution is

(3δ/4) ln(μ₂/μ₁).

Each decade of μ thus carries the same heat, (3/4) ln 10 = 1.727 in units of δ. Flatter decades contain fewer phonons, but their paths are longer by the same factor.

If internal collisions were absent, φ would keep the form x/2 down to μ = 0 and the integral would diverge. Collisions hold the path below L and stop the growth near μ = δ. The available range runs from about δ to about 1, which gives (3δ/4) ln(1/δ).

Numerical quadrature of the angular integral for δ = 10⁻⁶ shows the pattern. The heat per decade, divided by δ, is 1.705 for μ from 10⁻⁵ to 10⁻⁴, 1.725 for the next decade, and 1.727 for the decade up to 10⁻². The small deficit in the first comes from the term −x²/6, which contributes

−(1/δ)(3/2) ∫ δ²/(6μ²) dμ = −(δ/4)(1/μ₁ − 1/μ₂) = −0.0225.

**8. The constant beside the logarithm**

To find the constant we split the integral:

F = (3/2)(A − B),  A = ∫₀¹ φ(δ/μ) dμ,  B = ∫₀¹ μ² φ(δ/μ) dμ.

In A we substitute μ = δ/x, so that dμ = −δ dx/x². The limits μ = 0 and μ = 1 become x = ∞ and x = δ. With φ(x) = (x − 1 + e^(−x))/x,

A = δ ∫_δ^∞ (x − 1 + e^(−x))/x³ dx.

We integrate by parts, integrating 1/x³ to −1/(2x²). The boundary term vanishes at infinity, and

A/δ = (δ − 1 + e^(−δ))/(2δ²) + ½ ∫_δ^∞ (1 − e^(−x))/x² dx.

A second integration by parts, now integrating 1/x² to −1/x, gives

∫_δ^∞ (1 − e^(−x))/x² dx = (1 − e^(−δ))/δ + E,  E = ∫_δ^∞ e^(−x)/x dx.

A third, integrating 1/x to ln x, gives

E = −e^(−δ) ln δ + ∫_δ^∞ e^(−x) ln x dx.

Euler's constant may be defined by γ = −∫₀^∞ e^(−x) ln x dx. The missing piece between 0 and δ is δ ln δ − δ, up to terms of order δ² ln δ. Hence

E = −(1 − δ) ln δ − γ − (δ ln δ − δ) + … = ln(1/δ) − γ + δ + ….

The terms δ ln δ cancel. The two other pieces have the expansions

(δ − 1 + e^(−δ))/(2δ²) = 1/4 − δ/12 + …,

(1 − e^(−δ))/δ = 1 − δ/2 + ….

Adding them with their factors, we get

A/δ = 1/4 − δ/12 + ½[1 − δ/2 + ln(1/δ) − γ + δ] + …
= ½ ln(1/δ) + 3/4 − γ/2 + δ/6 + ….

The omitted terms are at most of order δ² ln(1/δ).

In B the factor μ² suppresses small angles, so the small-x form of φ may be used over the whole range to the order needed:

B = ∫₀¹ (δμ/2 − δ²/6) dμ + … = δ/4 − δ²/6 + ….

The error can be bounded. The next term of φ is x³/24, which for μ > δ contributes at most (δ³/24) ln(1/δ). The interval μ < δ has length δ, and there both μ²φ and the terms used in its place are of order δ² or less, so it contributes an error of order δ³.

Combining A and B, we find

F = (3/2) [δ(½ ln(1/δ) + 3/4 − γ/2 + δ/6) − δ/4 + δ²/6] + …
= (3δ/4) [ln(1/δ) + 1 − γ] + δ²/2 + O(δ³ ln(1/δ)).

This is the stated result.

**9. How good is the leading law?**

Relative to the two-term formula, the leading logarithm is too small by the fraction

(1 − γ)/[ln(1/δ) + 1 − γ].

This tends to zero, but very slowly. Quadrature of the angular integral gives these values of the leading law divided by F:

δ = 10⁻¹: 0.826
δ = 10⁻²: 0.915
δ = 10⁻⁴: 0.956
δ = 10⁻⁶: 0.970

The two-term formula divided by F is 0.977 at δ = 10⁻¹ and 0.9987 at δ = 10⁻². The smallest δ here only illustrates the mathematical limit: with L = 10 µm, for example, δ = 10⁻⁶ would mean d = 0.01 nm, which is less than the size of an atom.

**10. Which phonons carry the heat?**

The phrase "nearly grazing" needs some care. Consider first the extreme cone μ < δ, where a phonon is more likely to collide inside the film than to cross it. With μ = δu and μ² neglected beside 1, its contribution is

(3δ/2) ∫₀¹ φ(1/u) du = (3δ/2) ∫₀¹ [1 − u + u e^(−1/u)] du.

The first two terms give 1/2. In the last we set t = 1/u, which turns it into ∫₁^∞ e^(−t)/t³ dt. The numerical value of the whole contribution is 0.9145 δ. It is linear in δ and has no logarithm, so its share of the heat falls as 1/ln(1/δ).

Now take a fixed small angle, μ = ε, with δ ≪ ε. For phonons steeper than this, φ ≈ δ/(2μ), and they contribute

(3δ/4) ∫_ε^1 (1/μ − μ) dμ = (3δ/4) [ln(1/ε) − (1 − ε²)/2].

This is also linear in δ. If the phonons below ε did not contribute, the logarithm of δ would be gone. For ε = 0.1 the remaining part is 1.356 δ, whereas quadrature over all angles gives F = 10.68 δ at δ = 10⁻⁶.

The share of heat carried below ε is therefore

1 − [ln(1/ε) − (1 − ε²)/2]/[ln(1/δ) + 1 − γ],

to leading order in δ. It tends to 1 for any fixed ε. In this sense nearly grazing phonons dominate a sufficiently thin film, although the logarithm itself is built from the broad range between δ and 1.

The approach is slow. In the bulk, 26% of the heat is carried within 10° of a given plane containing the gradient. Quadrature for the film gives 75% at δ = 10⁻², 87% at δ = 10⁻⁴ and 91% at δ = 10⁻⁶.

**11. A worked example**

We take round parameters to illustrate the particle model, with no particular material in mind. Section 13 explains why a real film with these values would not be expected to follow the model closely.

C = 1.0 × 10⁴ J m⁻³ K⁻¹,  v = 5000 m/s,  L = 10 µm,  d = 0.1 µm.

The bulk conductivity is

κ_bulk = CvL/3 = (10⁴ × 5000 × 10⁻⁵)/3 = 166.7 W/(m K).

The thickness ratio is δ = 0.1/10 = 0.01, and ln(1/δ) = 4.605. The leading law gives

F ≈ 0.0075 × 4.605 = 0.0345,  κ ≈ 5.76 W/(m K).

Including the constant gives

F ≈ 0.0075 × (4.605 + 0.423) = 0.0377.

The next term, δ²/2 = 0.00005, raises this to 0.0378. Quadrature of the angular integral also gives 0.0378 to these digits, and hence

κ = 0.03776 × 166.7 = 6.29 W/(m K).

The leading law alone is 8.5% below this value.

The film conducts as if the mean free path were 0.03776 × 10 µm = 0.38 µm. This is almost four times the thickness. Taking the path equal to d would give F = δ = 0.01 and miss the long flights at low angles.

The boundary μ = δ lies at 0.57° above the plane. The phonons below it are 1% of the population, yet they carry 24% of the heat. Solving numerically for the angle that divides the heat current into equal halves gives 2.6° in the film. The corresponding angle in the bulk is 20.3°.

**12. Partly specular walls as a second case**

Suppose that a fixed fraction p < 1 of the phonons is reflected as by a mirror, and the rest diffusely. A mirror reverses n_z and keeps n_x. By the symmetry of the film, g on arrival is the same at both walls, so the boundary condition becomes

g(0) = p g(d),

where the argument is the distance s from the wall of departure. We write g = 1 − a e^(−s/(μL)). The condition reads 1 − a = p(1 − a e^(−x)), with x = δ/μ as before, so that

a = (1 − p)/(1 − p e^(−x)).

The thickness average is ⟨g⟩ = 1 − a(1 − e^(−x))/x. For x ≪ 1 − p we have a ≈ 1 − px/(1 − p) and (1 − e^(−x))/x ≈ 1 − x/2. Therefore

⟨g⟩ ≈ x/2 + px/(1 − p) = (x/2)(1 + p)/(1 − p).

The argument of section 7 then gives, for fixed p and δ → 0,

F ≈ (3δ/4) [(1 + p)/(1 − p)] ln(1/δ).

The condition x ≪ 1 − p holds only for μ ≫ δ/(1 − p), so the range of the logarithm is shorter than in the diffuse case, and the law needs δ ≪ 1 − p. For p near 1 it overestimates F and converges slowly. Quadrature of the angular integral with the full ⟨g⟩ shows that at δ = 10⁻² the law is too large by a factor 1.2 for p = 0.5 and 2.3 for p = 0.9; at δ = 10⁻⁶ the factor for p = 0.9 is still 1.25. For p = 0 the diffuse law returns. For p = 1 the condition x ≪ 1 − p cannot be met; instead a = 0 and g = 1, so the film conducts like the bulk.

**13. Conditions under which the law fails**

*Wall roughness.* A height step η on a wall changes the phase of a reflected wave of wavenumber q by about 2qημ. This phase goes to zero for grazing flight. A wall that is diffuse for steep phonons can therefore act as a mirror for the flat ones on which the logarithm depends. By this estimate, the diffuse assumption down to μ = δ requires 2qηδ to be at least of order 1, which is a severe demand for small δ.

*Length of the film.* The flattest phonons fly distances of order L along the plane. The film, and the region over which the gradient is uniform, must be much longer than L, and not merely much longer than d. In the example this means much longer than 10 µm.

*Several mean free paths.* If phonon groups i have different paths L_i, the symmetry argument of section 3 still holds for each group. Their conductivities add:

κ = Σ_i κ_i F(d/L_i),

where κ_i is the bulk contribution of group i. The thin-film law applies to those groups with L_i ≫ d. If all groups satisfy this condition, their logarithms combine into one:

κ ≈ (3d/4) (Σ_i κ_i/L_i) [ln(L_g/d) + 1 − γ],

where L_g is the geometric mean of the paths L_i with weights κ_i/L_i. If some paths are comparable with d or shorter, this formula does not hold and the sum itself must be evaluated.

*Momentum-conserving collisions.* The relaxation term used here drives the phonons towards equilibrium at rest. Collisions that conserve the total phonon momentum relax them towards a drifting distribution instead. The equation for g then has another source term, and the present derivation does not cover that case.

*Wave effects.* When d is comparable with the phonon wavelength λ, the film has its own discrete branches of vibration, and the bulk values of v and C no longer apply. Grazing flight sets a stricter condition. Standing waves across the film allow only values of μ spaced by about λ/(2d). The integral over μ is reliable down to μ = δ only if this spacing is much smaller than δ, which means λ ≪ 2d²/L. For fixed λ and L, the law therefore fails when d becomes too small. At δ = 10⁻² and a spacing equal to δ, replacing the integral by the sum over allowed μ changes F by −16% if the mode at μ = 0 is absent and by +24% if it is present. In the example 2d²/L is 2 nm. In a Debye solid the values of C and v used there correspond to a temperature near 22 K, where the modes contributing most to the heat capacity have wavelengths near 3 nm, so the condition is not met.

Numbers in the example were calculated in double precision.
